# From Rydberg Lines to the Hydrogen Continuum: Oscillator Strength at Threshold

**A particle in a long box**

Take a free particle on \(0<r<L\), with hard walls and energy \(\varepsilon=k^2\). Its normalised states are \(u_j=\sqrt{2/L}\,\sin k_jr\) with \(k_j=j\pi/L\). Suppose a process near \(r=0\) has a strength proportional to the squared slope there, \(u_j'(0)^2=2k_j^2/L\). This vanishes as \(L\to\infty\), but so does the level spacing \(d\varepsilon/dj=2k_j\pi/L\). Their ratio is
\[
\frac{u_j'(0)^2}{d\varepsilon/dj}=\frac{k_j}{\pi}, \tag{1}
\]
which does not depend on \(L\). It is a strength per unit energy, the quantity that describes a continuum. A line strength must therefore be divided by the level spacing before it is compared with a continuum density.

Hydrogen provides its own crowded levels. In Rydberg units (length \(a_0\), energy Ry) they lie at \(\varepsilon_n=-1/n^2\), so \(d\varepsilon_n/dn=2/n^3\). Let \(f_n\) be the absorption oscillator strength of \(1s\to np\), summed over final magnetic states, and \(df/d\varepsilon\) the continuum density per Ry. The result to be derived is
\[
\lim_{n\to\infty}\frac{n^3}{2}f_n=\lim_{\varepsilon\to0^+}\frac{df}{d\varepsilon}=\frac{128}{3}e^{-4}. \tag{2}
\]
If energy is counted in hartree, the spacing is \(1/n^3\). Then \(n^3f_n\) itself joins the density per hartree, and the common value is \((256/3)e^{-4}\). The factor \(1/2\) in (2) belongs to the Rydberg unit of energy.

The electron is nonrelativistic, the nucleus is a fixed point charge, the light acts in the dipole approximation, and there is no external field.

**Oscillator strength and radial equation**

The definition is \(f=(2m/\hbar^2)\,\Delta E\,|\langle z\rangle|^2\). Since \(1\,\mathrm{Ry}=\hbar^2/(2ma_0^2)\), the prefactor is one in Rydberg units. From an \(s\) state, \(z=r\cos\theta\) reaches only the \(m=0\) p state, with angular factor \(1/\sqrt3\). With \(u_{1s}=2re^{-r}\) at energy \(-1\),
\[
f=\frac{1+\varepsilon}{3}\left|\int_0^\infty u_{1s}\,r\,u\,dr\right|^2 . \tag{3}
\]
For a bound \(u\) with \(\int u^2dr=1\) this is \(f_n\); for a continuum \(u\) normalised per unit \(\varepsilon\) it is \(df/d\varepsilon\). Both obey
\[
u''=(V-\varepsilon)u,\qquad V=\frac{2}{r^2}-\frac2r . \tag{4}
\]

Let \(\varphi(\varepsilon,r)\) be the solution of (4) that starts as \(r^2\), with coefficient one at every energy. Inserting \(\varphi=\sum_j c_jr^{j+2}\) gives \(j(j+3)c_j=-2c_{j-1}-\varepsilon c_{j-2}\). Each \(c_j\) is a polynomial in \(\varepsilon\), and the series converges uniformly for bounded \(\varepsilon\) and \(r\), so \(\varphi\) is analytic in \(\varepsilon\), through threshold as elsewhere. The difference between line and continuum lies in the normalisation.

For a closed form put \(\kappa^2=-\varepsilon\), \(\nu=1/\kappa\), \(\varphi=r^2e^{-\kappa r}w\). Equation (4) becomes
\[
w''+\left(\frac4r-2\kappa\right)w'+\frac{2-4\kappa}{r}w=0 .
\]
With \(x=2\kappa r\), multiplication by \(r/(2\kappa)\) gives \(xw_{xx}+(4-x)w_x-(2-\nu)w=0\), Kummer's equation. Hence
\[
\varphi=r^2e^{-\kappa r}M(2-\nu;4;2\kappa r),\quad M(a;b;x)=\sum_j\frac{(a)_j}{(b)_j}\frac{x^j}{j!}, \tag{5}
\]
where \((a)_j=a(a+1)\cdots(a+j-1)\). At large \(x\), \(M\) contains the term \([\Gamma(b)/\Gamma(a)]e^xx^{a-b}\), so \(\varphi\) contains
\[
Q\,r^{-\nu}e^{\kappa r},\qquad Q=\frac{6\,(2\kappa)^{-2-\nu}}{\Gamma(2-\nu)} . \tag{6}
\]
For \(\varepsilon<0\) this term grows, and a bound state requires \(Q=0\), that is \(\nu=n=2,3,\dots\)

**Normalisation below threshold**

Write \(\dot\varphi=\partial\varphi/\partial\varepsilon\). Differentiating (4) gives \(\dot\varphi''=(V-\varepsilon)\dot\varphi-\varphi\), and therefore
\[
\frac{d}{dr}(\varphi'\dot\varphi-\varphi\dot\varphi')=\varphi''\dot\varphi-\varphi\dot\varphi''=\varphi^2 . \tag{7}
\]
The bracket vanishes at the origin, so \(\int_0^\infty\varphi^2dr\) is its value at large \(r\).

At a level \(\kappa=1/n\), \(M\) is a polynomial of degree \(n-2\). Its top coefficient follows from \((2-n)_{n-2}=(-1)^n(n-2)!\) and \((4)_{n-2}=(n+1)!/6\), so
\[
\varphi\to P\,r^ne^{-\kappa r},\qquad P=(-1)^n\frac{6(2\kappa)^{n-2}}{(n+1)!} .
\]
Because \(Q=0\) at the level, the growing part of \(\dot\varphi\) is \(\dot Q\,r^{-n}e^{\kappa r}\). Near \(\nu=n\), \(1/\Gamma(2-\nu)\approx(-1)^n(n-2)!\,(n-\nu)\), and \(\varepsilon=-1/\nu^2\) gives \(d\nu/d\varepsilon=n^3/2\). Thus
\[
\dot Q=-(-1)^n\,6(2\kappa)^{-2-n}(n-2)!\,\frac{n^3}{2} .
\]
At large \(r\), \(\varphi'\to-\kappa\varphi\) and \(\dot\varphi'\to\kappa\dot\varphi\), so the bracket tends to \(-2\kappa P\dot Q\):
\[
\int_0^\infty\varphi^2dr=\frac{n^3}{2}\,\frac{36\,(2\kappa)^{-3}}{(n+1)n(n-1)}=\frac{n^3}{2}\,\frac{9/2}{1-1/n^2},
\]
where \((2\kappa)^{-3}=n^3/8\) and \((n+1)n(n-1)=n^3(1-1/n^2)\). The normalised state is \(u=C_n\varphi\) with
\[
C_n^2=\frac{2}{n^3}\cdot\frac29(1+\varepsilon_n) . \tag{8}
\]
The factor \(2/n^3\) is the level spacing \(d\varepsilon/dn\). It entered through \(d\nu/d\varepsilon\): the norm measures how fast the growing term appears when the energy leaves the level.

**Normalisation above threshold**

Now \(\varepsilon=k^2\), and continuation gives \(\kappa=-ik\), \(\nu=i/k\). The term (6) oscillates; since \(\varphi\) is real, the other large-\(r\) term is its complex conjugate, and the amplitude of \(\varphi\) is \(2|Q|\). Two moduli are needed. With \(\ln(2\kappa)=\ln(2k)-i\pi/2\),
\[
|(2\kappa)^{-2-\nu}|^2=(2k)^{-4}e^{-\pi/k},
\]
and the reflection formula gives
\[
|\Gamma(2-i/k)|^2=\left(1+\frac1{k^2}\right)\frac{\pi/k}{\sinh(\pi/k)} .
\]
Hence
\[
4|Q|^2=\frac{9\,e^{-\pi/k}\sinh(\pi/k)}{\pi k(1+k^2)}=\frac{1}{\pi k}\,\frac{9}{2}\,\frac{1-e^{-2\pi/k}}{1+k^2} . \tag{9}
\]
A wave of amplitude \(\sqrt{2/\pi}\) is normalised to \(\delta(k-k')\). Since \(\delta(\varepsilon-\varepsilon')=\delta(k-k')/(2k)\), normalisation per unit \(\varepsilon\) needs squared amplitude \(1/(\pi k)\). The slowly varying Coulomb phase does not alter this. Dividing by (9),
\[
C^2(\varepsilon)=\frac29\,\frac{1+\varepsilon}{1-e^{-2\pi/\sqrt\varepsilon}} . \tag{10}
\]
Equations (8) and (10) share the factor \(\tfrac29(1+\varepsilon)\). As in (1), the bound value carries the level spacing.

**The dipole integral**

Define \(J(p)=\int_0^\infty r^3e^{-pr}M(2-\nu;4;2\kappa r)\,dr\). Integrating term by term, with \((j+3)!=6\,(4)_j\), leaves a binomial series:
\[
J(p)=\frac{6}{p^4}\left(1-\frac{2\kappa}{p}\right)^{\nu-2}=6\,p^{-2-\nu}(p-2\kappa)^{\nu-2} .
\]
This holds first for large \(p\), then by continuation wherever the integral converges. The required integral has one more power of \(r\), supplied by \(-d/dp\):
\[
I=\int_0^\infty2re^{-r}\,r\,\varphi\,dr=-2J'(p)\Big|_{p=1+\kappa} .
\]
Here \(p-2\kappa=1-\kappa\), and
\[
-\frac{J'}{J}=\frac{2+\nu}{1+\kappa}+\frac{2-\nu}{1-\kappa}=\frac{4-2\nu\kappa}{1-\kappa^2}=\frac{2}{1-\kappa^2},
\]
because \(\nu\kappa=1\). Also \(J=6(1-\kappa^2)^{-2}[(1-\kappa)/(1+\kappa)]^{1/\kappa}\), so
\[
I(\varepsilon)=24(1+\varepsilon)^{-3}e^{-2A(\varepsilon)},\qquad A=\frac{\operatorname{artanh}\kappa}{\kappa}=\frac{\arctan\sqrt\varepsilon}{\sqrt\varepsilon} . \tag{11}
\]
The first form of \(A\) serves below threshold, the second above. Both have the series \(A=1-\varepsilon/3+\varepsilon^2/5-\cdots\), so \(I\) is analytic at threshold.

**The join**

Insert (8), (10) and (11) into (3). The numerical factor is \(\tfrac13\cdot\tfrac29\cdot24^2=\tfrac{128}{3}\), and the powers of \(1+\varepsilon\) add to \(1+1-6=-4\). With
\[
G(\varepsilon)=\frac{128}{3}\,\frac{e^{-4A(\varepsilon)}}{(1+\varepsilon)^4}, \tag{12}
\]
the two spectra are
\[
\frac{n^3}{2}f_n=G\!\left(-\frac1{n^2}\right),\qquad \frac{df}{d\varepsilon}=\frac{G(\varepsilon)}{1-e^{-2\pi/\sqrt\varepsilon}} . \tag{13}
\]
At \(\varepsilon=0\), \(A=1\) and the exponential in the denominator vanishes, which proves (2).

The join is also smooth. Every derivative of \(e^{-2\pi/\sqrt\varepsilon}\) is that exponential times a polynomial in \(\varepsilon^{-1/2}\), and tends to zero as \(\varepsilon\to0^+\). The continuum density therefore has the same derivatives at threshold as \(G\), the curve through the line values. To first order, \((1+\varepsilon)^{-4}\) contributes \(-4\varepsilon\) and \(e^{-4A}\) contributes \(+\tfrac43\varepsilon\):
\[
G(\varepsilon)\approx G(0)\left(1-\frac83\varepsilon\right),\qquad \frac{n^3}{2}f_n\approx G(0)\left(1+\frac{8}{3n^2}\right). \tag{14}
\]

Far above threshold \(A\approx\pi/(2\sqrt\varepsilon)\), so \(e^{-4A}\to1\), while \(1-e^{-2\pi/\sqrt\varepsilon}\approx2\pi/\sqrt\varepsilon\). The leading behaviour is
\[
\frac{df}{d\varepsilon}\to\frac{64}{3\pi}\,\varepsilon^{-7/2}\qquad(\sqrt\varepsilon\gg\pi) . \tag{15}
\]
In this limit the factor that was negligible at threshold changes the power law from \(-4\) to \(-7/2\). The approach is slow: the relative correction to (15) is about \(-\pi/\sqrt\varepsilon\), still 10% at \(\sqrt\varepsilon=10\pi\).

The argument extends to p states reached from another fixed lower state. Equations (8) and (10) do not involve the lower state, and its exponential decay keeps the dipole integral analytic near threshold. The limiting value changes, but the two sides still agree.

**Reading the numbers**

For \(n=2\), (12) gives \(G(-\tfrac14)=\tfrac{128}{3}(\tfrac43)^4(\tfrac13)^4=1.6648\), hence \(f_2=2(1.6648)/8=0.4162\). The approach to threshold is as follows.

| \(n\) | \(f_n\) | \((n^3/2)f_n\), per Ry |
|---|---|---|
| 2 | 0.41620 | 1.6648 |
| 5 | 0.013938 | 0.8711 |
| 10 | 0.0016054 | 0.8027 |
| 20 | 0.00019668 | 0.7867 |
| 40 | 0.000024462 | 0.7828 |

The limit is \(G(0)=0.7815\) per Ry, or 1.5629 per hartree. At \(n=20\), (14) predicts \(0.7815(1+8/1200)=0.7867\), as in the table.

At zero energy the amplitude of the wave keeps growing, as \(r^{1/4}\), so the squared amplitude far out is set to \(1/(\pi k_r)\) with the local wavenumber \(k_r\approx\sqrt{2/r}\). Numerical integration of (4) with this normalisation gives 0.78147 per Ry. A sharper test uses line data alone. A polynomial through the seven values of \((n^3/2)f_n\) for \(n=6\) to 12, continued to \(\varepsilon=+0.01\), gives 0.760994 per Ry; integration of the radial equation at that energy gives the same six digits. For the lower state \(2s\), extrapolation from the lines \(n=40\) and 80 gives 1.83206 per Ry, and integration at threshold gives 1.83208; the difference is numerical error. The \(1s\) lines carry a total strength of 0.5650 and the continuum 0.4350, which add to one, as the sum rule for one electron requires.

**Cross-section and a hydrogen gas**

In a field \(E_0\cos\omega t\) the golden rule gives the rate \(W=(2\pi/\hbar)(eE_0/2)^2|z_E|^2\), where \(|z_E|^2\) is the squared dipole element per unit energy. Dividing the absorbed power \(\hbar\omega W\) by the intensity \(\tfrac12\epsilon_0cE_0^2\), and using \(e^2=4\pi\epsilon_0\alpha\hbar c\), gives \(\sigma=4\pi^2\alpha\,\hbar\omega|z_E|^2\). Since \(\hbar\omega|z_E|^2=a_0^2\,df/d\varepsilon\),
\[
\sigma=4\pi^2\alpha a_0^2\,\frac{df}{d\varepsilon}=(8.067\times10^{-18}\ \mathrm{cm^2})\,\frac{df}{d\varepsilon} . \tag{16}
\]
At the series limit, near 91 nm, \(\sigma=8.067\times10^{-18}\times0.7815=6.30\times10^{-18}\ \mathrm{cm^2}\). At 13.5 nm the photon energy is 91.8 eV and \(\varepsilon=5.75\). The density has fallen to \(3.12\times10^{-3}\) per Ry, so \(\sigma=2.52\times10^{-20}\ \mathrm{cm^2}\). Here \(\sqrt\varepsilon\approx2.4\) is below \(\pi\), so (15) does not apply and (13) must be used.

Consider atomic hydrogen at 0.001 Torr and 300 K over a 100 cm path. The atom density is \(3.22\times10^{13}\ \mathrm{cm^{-3}}\), and the optical depth is \(3.22\times10^{15}\times6.30\times10^{-18}=0.0203\) at the series limit and \(8.1\times10^{-5}\) at 13.5 nm.

Below the limit, smooth absorption appears only where the lines blend. The Doppler rms width near the limit is \(5.25\times10^{-6}\) Ry, while the spacing \(2/n^3\) falls with \(n\). Summing the broadened lines gives, midway between levels \(n\) and \(n+1\), 0.075 of the smooth value at \(n=40\), 0.790 at \(n=50\) and 0.998 at \(n=60\). At this temperature the visible join thus occurs near \(n=60\).

An instrument that cannot resolve lines which are still separate records an average over them. The mean cross-section then gives the mean transmission only if each line is optically thin at its centre. The line-centre depth is about 3.2 at \(n=10\), 0.39 at \(n=20\) and 0.048 at \(n=40\). At \(n=10\) the line centre is nearly black, and the mean absorption is less than the mean cross-section suggests, although (13) remains true.

These values are a rough model of the atomic component of the low-pressure hydrogen in an extreme-ultraviolet lithography tool. The atomic pressure is a chosen round value, and the real fraction and temperature depend on the source and position. The assumption that fails most is that the gas is atomic: most of it is molecular, at a total pressure taken here as 0.03 Torr. Counting each molecule as two free atoms would raise the depth at 13.5 nm about sixtyfold, to roughly 0.005. This is a crude scale, since binding changes the absorption. Near 91 nm the molecules matter far more. H\(_2\) has strong line bands in this region, with a summed oscillator strength of order one, and at this pressure their band-averaged depth is of order one or more, against 0.02 for the atoms. The blending and line-centre depths above therefore describe the atomic component alone, not the spectrum of such a gas. Nuclear motion and retardation change the depth at 13.5 nm far less, by about \(-0.06\%\) and \(+0.03\%\). They reach the last digit of the cross-sections quoted: with the finite nuclear mass the limit lies at 91.18 nm and \(\sigma=6.31\times10^{-18}\ \mathrm{cm^2}\) there. Nuclear motion shifts energies by a relative \(5.4\times10^{-4}\). Near the limit this is about a hundred Doppler widths, which matters for line positions, but all levels scale together and the join remains. The retardation parameter \((qa_0)^2\), with \(q\) the photon wavenumber, is \(6.1\times10^{-4}\) at 13.5 nm. In an assumed stray field of 1 V/cm the first-order Stark half-width at \(n=50\), proportional to \(n(n-1)\), is \(1.4\times10^{-6}\) Ry (the numerical output uses \(n^2\) instead and gives \(1.46\times10^{-6}\)). This is below the Doppler width, but neighbouring Stark manifolds overlap from about \(n=70\). Well before that, from about \(n=10\), the Stark splitting exceeds the fine structure. It stays below the Doppler width over this range, and (13) then gives the total strength of the manifold to about 0.1% up to \(n=68\). The mid-gap fractions quoted above are field-free; the field raises them slightly, to 0.077–0.080 at \(n=40\) and 0.80–0.81 at \(n=50\), depending on the polarisation. Once manifolds overlap, components of different \(n\) interleave in the spectrum, although in this ideal model each still belongs to one \(n\). The full set of values is in the numerical output.

## Computed results

```
1s->np lines: n, f_n, (n^3/2) f_n [per Ry]
    2  4.161967e-01  1.664787
    3  7.910156e-02  1.067871
    5  1.393834e-02  0.871146
   10  1.605367e-03  0.802684
   20  1.966751e-04  0.786700
   40  2.446160e-05  0.782771
threshold density, formula: 0.781467 per Ry
threshold density, radial equation: 0.781469 per Ry
threshold density, from lines n=6..12: 0.781467 per Ry
threshold density, converted: 1.562935 per hartree
n^3 f_n at n=40: 1.565542
density at 0.01 Ry, from lines: 0.760994 per Ry
density at 0.01 Ry, radial eq.: 0.760994 per Ry
relative slope across threshold: -2.6674 per Ry
density at 1 Ry, formula: 0.115453 per Ry
density at 1 Ry, radial eq.: 0.115453 per Ry
flat factor minus 1 at 0.01 Ry: 5.16e-28
flat factor at 1 Ry: 1.001871
2s->np limit from lines: 1.83206 per Ry
2s->p threshold, radial eq.: 1.83208 per Ry
sum of line strengths: 0.565004
continuum strength: 0.434996
total strength: 1.000000
cross-section factor: 8.06728e-18 cm2 Ry
series-limit wavelength: 91.127 nm
series-limit cross-section: 6.3043e-18 cm2
EUV wavelength: 13.5 nm
EUV photon energy: 91.840 eV
EUV electron energy eps: 5.7501 Ry
EUV flat factor: 1.0785
EUV density: 3.11839e-03 per Ry
EUV cross-section: 2.5157e-20 cm2
atomic H pressure: 0.001 Torr
temperature: 300 K; path: 100 cm
atom density: 3.2188e+13 cm^-3
optical depth at series limit: 2.0293e-02
optical depth at 13.5 nm: 8.0976e-05
Doppler rms width at limit: 5.2476e-06 Ry
mid-gap spectrum / smooth value, n=40: 0.0750
mid-gap spectrum / smooth value, n=50: 0.7899
mid-gap spectrum / smooth value, n=60: 0.9977
line-centre optical depth, n=10: 3.1692
line-centre optical depth, n=20: 0.3883
line-centre optical depth, n=40: 0.0483
neglected: electron/proton mass ratio 5.446e-04
neglected: (q a0)^2 at limit 1.33e-05
neglected: (q a0)^2 at 13.5 nm 6.07e-04
stray field: 1.0 V/cm
neglected: Stark half-width at n=50 1.46e-06 Ry
Stark manifolds overlap from n about 70
```
